# Goal-Oriented Finite Elements for One Diffraction Order of a Mask

## An amplitude without an error bar

A diffraction order taken from a finite-element field of a mask grating can be wrong by many percent. In the example below, a regular mesh of 340 vertices gives the first order with an error of $5.0\times10^{-2}$ on an amplitude of modulus 0.312, or 16%. The computed amplitude alone gives no sign of this. Refining where the field varies strongly does not settle the matter, because a large local error may hardly reach the order of interest, while a modest one may reach it fully. What is needed is the sensitivity of that order to each local residual. The adjoint solution supplies it, and with it a complex estimate of the error.

## The boundary-value problem

The mask is a grating of pitch $P$ in $x$, uniform along its lines, with silica of index $n$ in $z<0$ and air in $z>0$. A line of width $w$, thickness $d$ and index $n_l$ stands on $z=0$, centred at $x=0$. Light arrives from the silica at normal incidence with its magnetic field $H$ along the lines. The time factor is $e^{-i\omega t}$ and $k=2\pi/\lambda$. Maxwell's equations reduce to

$$\nabla\cdot\left(\frac1\varepsilon\nabla H\right)+k^2H=0 .\tag{1}$$

Both $H$ and the normal component of $\varepsilon^{-1}\nabla H$ are continuous at interfaces.

Let $u_0$ be the field of the bare silica surface: $e^{iknz}+re^{-iknz}$ below and $te^{ikz}$ above. Continuity of $H$ gives $1+r=t$. Continuity of $\varepsilon^{-1}\partial_zH$ gives $ikn(1-r)/n^2=ikt$, hence $1-r=nt$. Adding the two,

$$t=\frac{2}{1+n}.$$

Write $H=u_0+u$. Since $u_0$ satisfies (1) with the bare permittivity $\varepsilon_0(z)$, subtraction leaves

$$\nabla\cdot\left(\frac1\varepsilon\nabla u\right)+k^2u=-\nabla\cdot\left[\left(\frac1\varepsilon-\frac1{\varepsilon_0}\right)\nabla u_0\right].\tag{2}$$

The bracket vanishes outside the line, so the source is confined to it, and $u$ consists of outgoing waves above $z=d$ and below $z=0$.

### Absorbing layers

A gap of height $b$ separates the line from a perfectly matched layer (PML) of thickness $L$ above, and likewise below. In the layers $z$ is replaced by a complex coordinate with $d\tilde z=s\,dz$, so $\partial_z\to s^{-1}\partial_z$. Multiplying the stretched equation by the constant $s$ gives

$$\partial_x\left(\frac s\varepsilon\partial_xu\right)+\partial_z\left(\frac1{s\varepsilon}\partial_zu\right)+k^2su=0 .$$

Outside the layers $s=1$. Multiply by a test function $v$, integrate by parts and change the overall sign. The result is $a(u,v)=f(v)$ with

$$a(u,v)=\int\left[\frac1\varepsilon\left(s\,u_xv_x+\frac1s u_zv_z\right)-k^2s\,uv\right]dx\,dz,\tag{3}$$

$$f(v)=-\int_{\rm line}\left(\frac1{n_l^2}-1\right)\nabla u_0\cdot\nabla v\;dx\,dz .\tag{4}$$

Here $\varepsilon_0=1$ because the line replaces air. The source in (2) was integrated by parts as well, which gives the sign in (4). At normal incidence $H$ is even about $x=0$ and $x=P/2$, so $\partial_xu=0$ there, the side terms vanish, and the half cell $0<x<P/2$ suffices. The outer ends of the layers carry the natural condition $\partial_zu=0$.

No complex conjugate appears in (3), so $a(u,v)=a(v,u)$ even with absorption. At oblique incidence $u$ carries a Bloch factor. The side terms then cancel only if $uv$ is periodic, so $v$ and the adjoint must carry the opposite Bloch vector.

### What the truncation does to each order

With $G=2\pi/P$, order $m$ in air has $k_{zm}=\sqrt{k^2-m^2G^2}$, with non-negative imaginary part. Let $\zeta=z-d$. The finite layer returns part of the wave:

$$u_m=A_m\left(e^{ik_{zm}\zeta}+\rho_me^{-ik_{zm}\zeta}\right).$$

The end of the layer lies at the complex distance $D=b+sL$. Setting the derivative to zero there gives $e^{ik_{zm}D}=\rho_me^{-ik_{zm}D}$, so

$$\rho_m=e^{2ik_{zm}(b+sL)} .\tag{5}$$

For a propagating order $|\rho_m|=e^{-2k_{zm}L\,{\rm Im}\,s}$. For an evanescent one with $k_{zm}=i\kappa$, $|\rho_m|=e^{-2\kappa(b+L\,{\rm Re}\,s)}$. The imaginary part of $s$ thus damps the propagating orders, and the real part the evanescent ones. Near a pitch at which an order grazes the surface, $k_{zm}\to0$ and $|\rho_m|\to1$: a layer of fixed thickness no longer absorbs that order, and the field of the order can be noticeably wrong. Exactly at grazing this error disappears again, because the outgoing wave then does not depend on $z$ and satisfies the end condition $\partial_zu=0$ by itself. To hold a propagating order at $|\rho_m|\le\tau$ requires $L\ge\ln(1/\tau)/(2k_{zm}{\rm Im}\,s)$, which diverges at grazing. The layers in silica obey the same formulas with $k$ replaced by $kn$.

## The goal and its adjoint

The quantity wanted is the amplitude $A_1$ of order $+1$, with phase referred to $z=d$. Averaging over the air gap gives a linear functional,

$$J(v)=\frac{2}{Pb}\int_d^{d+b}\!\!\int_0^{P/2}v\cos(Gx)\,e^{-ik_{z1}(z-d)}\,dx\,dz .\tag{6}$$

For even $v$ the $x$ integral selects one Fourier coefficient, and the exponential removes the phase of the outgoing wave. The bare field contributes nothing, since $\int_0^{P/2}\cos(Gx)\,dx=0$. With a finite layer the returning wave adds a small term:

$$J(u)=A_1\left[1+\rho_1\frac{1-e^{-2ik_{z1}b}}{2ik_{z1}b}\right],\tag{7}$$

the fraction being the average of $e^{-2ik_{z1}\zeta}$ over the gap. Denote by $J_*$ the value (7) for the exact solution of the truncated problem.

Let $V_1\subset V_2$ be the continuous piecewise linear and piecewise quadratic functions on one triangular mesh. The discrete solutions $u_1$ and $u_2$ satisfy $a(u_i,v)=f(v)$ for all $v\in V_i$. The adjoint $z_2\in V_2$ satisfies

$$a(v,z_2)=J(v)\qquad\text{for all }v\in V_2 .$$

Insert $v=u_2-u_1$, which lies in $V_2$:

$$J(u_2)-J(u_1)=a(u_2,z_2)-a(u_1,z_2)=f(z_2)-a(u_1,z_2)\equiv\eta .\tag{8}$$

The last step uses the equation for $u_2$ with test function $z_2$. Thus $\eta$ is the residual of the linear solution weighted by the adjoint, and it equals the change of the goal on passing to quadratic elements.

With $e_1=J_*-J(u_1)$ and $e_2=J_*-J(u_2)$, equation (8) reads $\eta=e_1-e_2$, and

$$\frac{\eta}{e_1}=1-\frac{e_2}{e_1}.\tag{9}$$

This gives the condition for trusting the estimate: $|e_2|\ll|e_1|$. To see when it holds, let $u$ and $z$ be the exact primal and adjoint solutions of the truncated problem and $z_i$ the adjoint in $V_i$. Then $J(u-u_i)=a(u-u_i,z)=a(u-u_i,z-z_i)$, because $a(u-u_i,v)=0$ for $v\in V_i$. Where the solutions are smooth within each material and the mesh resolves the waves, gradient errors are of order $h$ for linear and $h^2$ for quadratic elements. The product of two such errors gives $e_1\sim h^2$ and $e_2\sim h^4$, so the complex ratio (9) tends to one: its modulus to one and its phase to zero.

The estimate can fail in three ways. On a mesh too coarse for the waves, $e_2$ need not be small. At the edges of the line the field gradients are singular, which lowers both orders unless the mesh is graded there. And if $e_1$ happens to pass near zero by cancellation, the ratio loses meaning. Hence $\eta$ is an estimate, not a guaranteed bound. It is also blind to the PML truncation, since $u_1$ and $u_2$ share the same layers.

## From one number to a refinement rule

Let $Iz_2\in V_1$ interpolate $z_2$ at the vertices. Since $f(Iz_2)-a(u_1,Iz_2)=0$, we may replace $z_2$ in (8) by $q=z_2-Iz_2$. This $q$ is quadratic on each triangle and vanishes at every vertex. It is therefore a sum of edge bubbles $\varphi_e=4\lambda_a\lambda_b$, where $\lambda_a,\lambda_b$ are the linear hat functions of the ends of edge $e$. The bubble equals one at the midpoint $m_e$ and zero at all other midpoints, so

$$\eta=\sum_e\eta_e,\quad \eta_e=q_er_e,\quad q_e=z_2(m_e)-\tfrac12[z_2(a)+z_2(b)],\quad r_e=f(\varphi_e)-a(u_1,\varphi_e).\tag{10}$$

The factor $q_e$ measures the curvature of the adjoint along the edge, and $r_e$ the local failure of the primal equation.

Integrating $r_e$ by parts shows what it contains. Put ${\bf F}=\varepsilon^{-1}(s\,\partial_xu_1,\,s^{-1}\partial_zu_1)$. It is constant on each triangle, so its divergence vanishes there. The bubble is zero on the outer boundary of the two triangles sharing $e$, which leaves

$$r_e=f(\varphi_e)+\int k^2s\,u_1\varphi_e\,dx\,dz-\int_e[{\bf n}\cdot{\bf F}]\,\varphi_e\,dl ,$$

where the bracket is the sum of the two outward fluxes. The flux jump is included without separate bookkeeping.

Splitting $\eta$ by edges rather than triangles matters for this reason. In a smooth region $q_e\sim h^2$. The flux jump is of order $h$ and the edge has length $h$, so $r_e\sim h^2$ and $\eta_e\sim h^4$. With about $h^{-2}$ edges, $\sum_e|\eta_e|\sim h^2$, the order of the true error. The contribution of a single triangle to $a(u_1,q)$ instead contains $\int_T{\bf F}\cdot\nabla q\sim h^2\cdot h=h^3$, because the fluxes of neighbours have not yet cancelled. Its absolute values sum to order $h$ and would steer refinement by terms that disappear from the total.

The algorithm is then as follows.

1. Assemble the matrix $K$ of (3) in $V_2$, with load vectors for (4) and (6). If $R$ writes a linear function in the quadratic basis (one at vertices, one half from each end at midpoints), the linear matrix is $R^TKR$.
2. Solve for $u_1$. Factor $K$ once and solve for $z_2$; the symmetry of $a$ makes the adjoint matrix the same as the primal one.
3. Evaluate (10). Stop if $|\eta|$ meets the tolerance.
4. Sort edges by $|\eta_e|$ and mark the largest until they carry 70% of $\sum_e|\eta_e|$.
5. Bisect. Each triangle has a designated first edge. If any of its edges is marked, the first is marked too, and this is repeated until nothing changes, so that no hanging nodes remain. Each cut joins the midpoint of the first edge to the opposite vertex; in each child, the edge opposite the new vertex becomes the first edge. A child whose first edge is marked is cut again in the same way. Return to step 1.

The quadratic solve costs more than the linear one. Once it has been paid for, $J(u_1)+\eta=J(u_2)$ is the better value to report, but $\eta$ estimates the error of $J(u_1)$, not that of this corrected value. An error bar on the latter needs a richer space or an independent calculation.

## An independent value of the order

To observe the error, $J_*$ is computed from Fourier series in $x$. Let $K_x$ be the diagonal matrix of $mG$, and let $E$ and $B$ be the Toeplitz matrices of the Fourier coefficients of $\varepsilon$ and $1/\varepsilon$ in the line layer. A product of truncated series is represented well by such a matrix when the other factor is continuous. At a vertical wall $\partial_zH$ is continuous, so $F=\varepsilon^{-1}\partial_zH$ becomes $F=BH'$. The quantity $C=\varepsilon^{-1}\partial_xH$ is continuous too, so it is $\partial_xH=\varepsilon C$ that is converted directly, giving $C=E^{-1}iK_xH$. Equation (1), $F'+\partial_xC+k^2H=0$, becomes

$$H''=B^{-1}\left(K_xE^{-1}K_x-k^2\right)H .$$

If $W$ holds the eigenvectors and $\Gamma^2$ the eigenvalues, with ${\rm Re}\,\Gamma\ge0$, then

$$H=W\left[e^{-\Gamma z}c_++e^{\Gamma(z-d)}c_-\right],\qquad F=BW\Gamma\left[-e^{-\Gamma z}c_++e^{\Gamma(z-d)}c_-\right].$$

The scattered part obeys $F_s=Y_tH_s$ at $z=d$ and $F_s=-Y_bH_s$ at $z=0$. From the waves above (5),

$$Y_m=\frac{ik_{zm}}{\varepsilon}\,\frac{1-\rho_m}{1+\rho_m},$$

with the permittivity and wave numbers of the medium concerned. Adding the bare field, present only in order zero, gives linear equations for $c_\pm$:

$$F+Y_bH=F_0+Y_bH_0\ (z=0),\qquad F-Y_tH=F_0-Y_tH_0\ (z=d).$$

With $\rho_m$ from (5) this method solves the truncated problem; with $\rho_m=0$ it solves the open one. Discretization and truncation errors are thereby separated. Going from 281 to 401 Fourier orders changes $J_*$ by $1.1\times10^{-6}$, which indicates the resolution of the reference.

## A phase-shift mask at 193 nm

The parameters are $\lambda=193$ nm, $P=680$ nm, $w=340$ nm, $d=70$ nm, $n=1.56$ and $n_l=2.4+0.6i$. The gaps are 60 nm and the layers 120 nm, with $s=2+2i$. The least damped order in air is the third, with $k_{z3}=0.01707$ nm$^{-1}$: $|\rho_3|=\exp(-2\times0.01707\times2\times120)=2.8\times10^{-4}$. The resulting change of $J$ is far smaller, $6.6\times10^{-7}$, obtained by comparing the truncated and open modal solutions at equal Fourier truncation.

Formula (5) was tested where it matters, with a weak layer, $s=1+0.3i$. There $|\rho_1|=\exp(-2\times0.03122\times0.3\times120)\approx0.11$. The modal method predicts a shift of $J$ by $1.10\times10^{-2}$ from the open value, and quadratic elements on the final mesh agree with the shifted value to $8.4\times10^{-6}$.

### Estimate against observed error

On the initial mesh $|e_1|=5.02\times10^{-2}$ and $|\eta|=4.95\times10^{-2}$. Their ratio is 0.986 and their phases differ by $2.1^\circ$. Equation (9) accounts for the discrepancy: $|e_2|/|e_1|=1.97\times10^{-3}/5.02\times10^{-2}=0.039$, which is also $|1-0.986\,e^{-i2.11^\circ}|$. The coarse mesh is thus already good enough for quadratic elements in this example, though not for linear ones.

At 2701 vertices $|e_1|=1.97\times10^{-3}$, the ratio is 0.997 and the phase difference $0.4^\circ$. From 789 to 2701 vertices, a factor 3.4, the corrected error falls from $1.66\times10^{-4}$ to $1.36\times10^{-5}$, a factor 12. This is close to $3.4^2$, the factor expected from $e_2\sim h^4$ if the vertex number $N$ scales as $h^{-2}$, but single steps of the sequence scatter widely about this law. At 10310 vertices $|e_1|=4.9\times10^{-4}$, or 0.16% of $|J|$. The reference is uncertain at about $10^{-6}$, so the agreement of $\eta$ with $e_1$ there is established to roughly 0.2%. The listed corrected error of $2\times10^{-7}$ lies below what the reference can resolve.

The sum $\sum_e|\eta_e|$ on the last mesh is 4.4 times $|\eta|$. Local contributions cancel in the complex plane, so the sum of moduli serves for marking but would overstate the error.

### What the refinement gains

Uniform refinement gives errors of $1.32\times10^{-2}$ at 1287 vertices and $3.31\times10^{-3}$ at 5005. Interpolating the adaptive sequence logarithmically to 5005 vertices gives $9.0\times10^{-4}$, smaller by a factor 3.7. Near 1300 vertices the factor is $13.2/3.42=3.9$. At 2701 vertices the interpolated uniform error gives a factor of about 3.1. The gain thus scatters between 3 and 4 over this range and is not a faster power law: both errors fall roughly as $1/N$. The loss of order that edge singularities can impose on uniform meshes is not visible at these sizes.

The shortest final edge, 0.6 nm, lies less than 1 nm from the foot of the line wall, where silica, air and absorber meet; the longest edge is 32 nm. About 34% of the vertices sit inside the absorbing layers. This is a real cost of the PML: the marking rule refines there because edges in the layers also contribute to $\eta$.

### The order itself and a thin-mask estimate

The corrected amplitude is $J=0.1982-0.2403i$, with modulus 0.3115 and phase $-50.5^\circ$. The diffraction efficiency is the ratio of power fluxes along $z$. Flux is proportional to $k_z|H|^2/\varepsilon$, so the incident wave contributes $kn/n^2=k/n$ and

$$\frac{k_{z1}}{k}\,n|J|^2=\frac{0.03122}{0.03256}\times1.56\times0.3115^2=0.145 .$$

All transmitted orders carry 45.2% of the power and the reflected ones 5.8%, so about 49% is absorbed.

If the mask is treated as a thin screen, the field at $z=d$ is $te^{ikn_ld}$ behind the line and $te^{ikd}$ beside it. Its first Fourier coefficient is

$$J_{\rm thin}=t\,\frac{\sin(\pi w/P)}{\pi}\left(e^{ikn_ld}-e^{ikd}\right),$$

since the constant $e^{ikd}$ has no first harmonic. This gives modulus 0.3120 and phase $-48.9^\circ$. The modulus is within 0.2% of the full result, but the phase is off by $1.6^\circ$, so the complex deviation is 2.8%. An error measure based on intensity alone would miss most of it, which is why a complex estimate is useful. The close agreement in modulus is a cancellation of two omissions, reflection at the faces of the line and diffraction within its thickness. Replacing $te^{ikn_ld}$ by the transmission of the plane film, faces included, lowers the modulus by 1.6% and reduces the phase error to $0.65^\circ$. The formula is not exact in any simple limit: at $P=2700$ nm its modulus is still 1.6% too high, and at $d=0.3$ nm it is 26% too low.

### Relation to a real mask

The indices and thickness are rough typical values for an attenuated molybdenum-silicide mask. The phase shift from propagation alone, $({\rm Re}\,n_l-1)kd$, is $183^\circ$, and bulk absorption leaves $\exp(-2\times0.6\,kd)\approx6.5\%$ of the power, near the nominal 6% of such masks. Both figures leave out the reflection and transmission at the faces of the film, which lower them by about $5^\circ$ and one percentage point. With fourfold reduction the wafer pitch is 170 nm, and the order's sine of 0.284 lies inside the limit $1.35/4=0.3375$ of a lens of numerical aperture 1.35.

Real illumination covers a range of angles and polarizations. With all else fixed, light at a sine of 0.2 measured in air (transverse wave number $0.2k$) gives an efficiency of 14.3% in order $-1$, against 14.5% at normal incidence; turning the electric field along the lines gives 14.3% in order $+1$. Raising the real or imaginary part of the absorber index by 0.05 changes $J$ by 2.2% or 2.1%. One extra nanometre of thickness changes it by 4.1%, but this includes the motion of the phase reference $z=d$, worth $k_{z1}\times1\,{\rm nm}=0.031$ rad; at a fixed plane the change is at least about 1%. A line 4 nm wider changes $J$ by only 0.3%; the factor $\sin(\pi w/P)$ of the thin-mask formula is stationary at $w=P/2$ and alone would give 0.02%, so the remainder, which is nearly linear in the width change, lies beyond that formula. The insensitivity is special to this order: the zero order changes by 1.8%. Reflection at the back of the mask, 4.8% of the power, lies outside the model, as do sloped walls, rounded corners and finite line length, whose effects were not computed.

These figures suggest where to stop. At 1307 vertices the linear result is wrong by $3.4\times10^{-3}/0.3115=1.1\%$, about half the change caused by an index error of 0.05, while the corrected value is wrong by about 0.01%. If the absorber index is known no better than that, further refinement would sharpen a number that is already uncertain at the percent level. The full sequence of errors and estimates is in the numerical output.

## Table of computed values

```
wavelength 193 nm, photon energy 6.424 eV
mask pitch 680 nm, line width 340 nm, thickness 70 nm
index: silica 1.56, absorber 2.4+0.6i
gap 60 nm, PML 120 nm, stretch (2+2j)
wafer pitch 170 nm; order-1 sine 0.2838, lens limit at mask 0.3375
absorber phase shift (n-1)d: 182.8 deg
air order 0: kz = 0.03256+0.00000i /nm, PML return 1.6e-07
air order 1: kz = 0.03122+0.00000i /nm, PML return 3.1e-07
air order 2: kz = 0.02680+0.00000i /nm, PML return 2.6e-06
air order 3: kz = 0.01707+0.00000i /nm, PML return 2.8e-04
air order 4: kz = 0.00000+0.01750i /nm, PML return 2.8e-05
uniform: vertices, |error of J|
     340  5.023e-02
    1287  1.320e-02
    5005  3.310e-03
adaptive: vertices, |error|, |eta|, |eta/error|, phase deg, |error J+eta|
     340  5.023e-02  4.953e-02  0.9860    -2.11  1.97e-03
     438  1.478e-02  1.496e-02  1.0125    -0.72  2.62e-04
     789  9.362e-03  9.311e-03  0.9945    -0.97  1.66e-04
    1307  3.417e-03  3.422e-03  1.0017    -0.71  4.27e-05
    2701  1.967e-03  1.962e-03  0.9973    -0.36  1.36e-05
    4774  9.369e-04  9.361e-04  0.9991    -0.17  2.85e-06
   10310  4.925e-04  4.923e-04  0.9996    -0.01  2.16e-07
adaptive error interpolated at 5005 vertices: 9.007e-04, gain over uniform 3.68
final sum of |eta_e| / |eta|: 4.40
shortest edge 0.625 nm at x=169.3, z=-0.3 nm; longest 32.1 nm
fraction of final vertices inside PML: 0.343
PML truncation error of J: 6.57e-07; modal truncation change 1.1e-06
weak PML (1+0.3j): predicted shift of J 1.102e-02, FEM minus prediction 8.4e-06
J linear elements: 0.197996 -0.240752i, modulus 0.311712, phase -50.566 deg
J corrected by eta: 0.198211 -0.240309i, modulus 0.311506, phase -50.484 deg
J modal, open space: 0.198211 -0.240309i, modulus 0.311506, phase -50.484 deg
order +1 efficiency 14.515 %, all transmitted 45.21 %, reflected 5.81 %
thin-mask estimate: 0.205244 -0.234961i, modulus 0.311980, phase -48.862 deg
thin-mask relative deviation 2.84 %
thickness +1 nm: relative complex change of J 4.14 %
real index +0.05: relative complex change of J 2.23 %
imaginary index +0.05: relative complex change of J 2.12 %
line width +4 nm: relative complex change of J 0.28 %
electric field along lines: order +1 efficiency 14.299 %
off-axis sine 0.2: order -1 efficiency 14.266 %
neglected back-surface reflection of mask: 4.79 % of power
```
